**Two enhancement factors, one exchange functional**

The program tests that replacing the enhancement factor \(F\) by \(F+b(q-s^2/3)\) changes the exchange energy density but neither the energy nor the potential. Here \(n\) is the density, \(s\) and \(q\) are its dimensionless gradient and Laplacian, and \(b=3\mu\), with \(\mu\) the gradient coefficient of PBE exchange. Symbolic algebra for a general \(n(x,y,z)\) asserts the divergence identity and the vanishing functional derivative. For a two-electron exponential density, the program asserts equal energies and potentials, agreement of PBE exchange with libxc, and equality of sphere-energy differences with the surface flux. Further assertions cover a two-center density, a periodic density, coordinate scaling and the dependence on the Hessian. The output gives −1.2238 Ry for both factors, although the new one runs from −8.33 at 0.01 bohr to 35.87 at 5 bohr. A field falling as \(1/r^2\) changes the energy by 0.2 Ry, which shows that decay alone is not enough. Two different energy densities for exact two-electron exchange both integrate to −1.2500 Ry.

## Check in Python

```python
"""
Result under test: the exchange energy density is not unique.
With e = -A n^(4/3) F, the replacement F -> F + b (q - s^2/3) adds the
divergence of G = -gamma n^(-1/3) grad n. It changes F pointwise, but neither
the energy nor the potential, when the flux of G through the boundary vanishes.
Rydberg atomic units: energies in Ry, lengths in bohr.
 n density, w = |grad n|^2, L = Laplacian of n, K = (3 pi^2)^(1/3)
 s = |grad n| / (2 K n^(4/3)),  q = L / (4 K^2 n^(5/3))
 F: PBE exchange enhancement factor (parameters mu, kappa)
 Model density: n = (2 zeta^3/pi) exp(-2 zeta r), two electrons.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq
from pyscf import dft

PI = np.pi
A = 1.5 * (3 / PI) ** (1 / 3)
K = (3 * PI**2) ** (1 / 3)
KAPPA = 0.804
MU = 0.06672455060314922 * PI**2 / 3
B = 3 * MU
GAMMA = A * B / (4 * K**2)
ZETA = 1.0
RY_EV = constants.value("Rydberg constant times hc in eV")
r = sp.symbols("r", positive=True)


def reduced(n, g, lap):
    """Return s^2 and q from density, gradient length and Laplacian."""
    return g**2 / (4 * K**2 * n ** (8 / 3)), lap / (4 * K**2 * n ** (5 / 3))


def enhancement(n, g, lap, b):
    s2, q = reduced(n, g, lap)
    return 1 + KAPPA - KAPPA / (1 + MU * s2 / KAPPA) + b * (q - s2 / 3)


def energy_density(n, g, lap, b):
    return -A * n ** (4 / 3) * enhancement(n, g, lap, b)


def integrate(f, lo, hi, points=400):
    x, wt = np.polynomial.legendre.leggauss(points)
    x = 0.5 * (hi - lo) * x + 0.5 * (hi + lo)
    return 0.5 * (hi - lo) * np.sum(wt * f(x))


def radial_data(expr):
    """Numerical n, dn/dr and Laplacian of a spherical density."""
    d1 = sp.diff(expr, r)
    return sp.lambdify(r, [expr, d1, sp.diff(d1, r) + 2 * d1 / r], "numpy")


def energy(expr, b, radius=40.0):
    data = radial_data(expr)
    return integrate(lambda x: 4 * PI * x**2 * energy_density(*data(x), b),
                     0.0, radius)


def model_density(zeta):
    return 2 * zeta**3 / PI * sp.exp(-2 * zeta * r)


n_model = model_density(ZETA)
model = radial_data(n_model)

# --- Symbolic identities for an arbitrary density n(x,y,z) ---
X = sp.symbols("x y z", real=True)
nf = sp.Function("n", positive=True)(*X)
grad = [sp.diff(nf, c) for c in X]
lap_f = sum(sp.diff(nf, c, 2) for c in X)
w_f = sum(c**2 for c in grad)
third = sp.Rational(1, 3)
Ks = sp.symbols("K", positive=True)
s2_f = w_f / (4 * Ks**2 * nf ** (8 * third))
q_f = lap_f / (4 * Ks**2 * nf ** (5 * third))
div_f = sum(sp.diff(nf ** (-third) * gc, c) for gc, c in zip(grad, X))
assert sp.simplify(sp.expand(
    div_f - 4 * Ks**2 * nf ** (4 * third) * (q_f - s2_f / 3))) == 0

Ns, Ls = sp.symbols("N L", positive=True)
gs = sp.symbols("g0:3", real=True)


def euler_lagrange(e):
    """Functional derivative of the integral of e(n, grad n, Laplacian)."""
    values = dict(zip((Ns, Ls) + gs, [nf, lap_f] + grad))
    result = sp.diff(e, Ns).subs(values)
    for gc, c in zip(gs, X):
        result -= sp.diff(sp.diff(e, gc).subs(values), c)
        result += sp.diff(sp.diff(e, Ls).subs(values), c, 2)
    return sp.simplify(sp.expand(result))


grad_part = Ns ** (-4 * third) * sum(c**2 for c in gs)
assert euler_lagrange(Ns ** (-third) * Ls - grad_part / 3) == 0
assert euler_lagrange(grad_part) != 0  # the gradient term alone does matter


# --- Same n, gradient, Laplacian at the origin, but different Hessian ---
def divergence_at_origin(hessian_diagonal, power_of_w):
    n = 1 + X[0] + sum(h * c**2 for h, c in zip(hessian_diagonal, X)) / 2
    gr = [sp.diff(n, c) for c in X]
    h = n ** (-third) * sum(c**2 for c in gr) ** power_of_w
    div = sum(sp.diff(h * gc, c) for gc, c in zip(gr, X))
    return float(div.subs({c: 0 for c in X}))


hess_plain = [divergence_at_origin(h, 0) for h in ((1, 0, 0), (0, 1, 0))]
hess_w = [divergence_at_origin(h, 1) for h in ((1, 0, 0), (0, 1, 0))]
assert abs(hess_plain[0] - hess_plain[1]) < 1e-12
assert abs(hess_w[0] - hess_w[1]) > 0.1

# --- Total energies, with libxc as independent PBE reference ---
E_lda = integrate(lambda x: -4 * PI * x**2 * A * model(x)[0] ** (4 / 3), 0, 40)
E_pbe = energy(n_model, 0.0)
E_new = energy(n_model, B)


def libxc_integrand(x):
    n, g, _ = model(x)
    rho = np.array([n, g, 0 * n, 0 * n])
    exc_hartree = dft.libxc.eval_xc("PBE,", rho, spin=0, deriv=1)[0]
    return 4 * PI * x**2 * n * 2 * exc_hartree


E_libxc = integrate(libxc_integrand, 0, 40)
assert abs(E_pbe - E_libxc) < 1e-6
assert abs(E_new - E_pbe) < 1e-9
assert E_new / E_lda < 1 + KAPPA


# --- Energy inside a sphere differs by the surface flux of G ---
def flux(radius):
    n, g, _ = model(radius)
    return -4 * PI * radius**2 * GAMMA * n ** (-1 / 3) * g


sphere_rows = []
for R in (0.001, 0.5, 1.5, 5.0, 15.0):
    change = energy(n_model, B, R) - energy(n_model, 0.0, R)
    assert abs(change - flux(R)) < 1e-9
    sphere_rows.append((R, change))
assert abs(flux(1e-6)) < 1e-10 and abs(flux(40.0)) < 1e-12

# --- Potentials from the radial Euler-Lagrange expression ---
g_sym = sp.symbols("g", real=True)


def potential_parts(b):
    e = energy_density(Ns, g_sym, Ls, b)
    d1 = sp.diff(n_model, r)
    values = {Ns: n_model, g_sym: d1, Ls: sp.diff(d1, r) + 2 * d1 / r}
    e_n, e_g, e_l = [sp.diff(e, v).subs(values) for v in (Ns, g_sym, Ls)]
    parts = [e_n, -sp.diff(r**2 * e_g, r) / r**2,
             sp.diff(r**2 * sp.diff(e_l, r), r) / r**2]
    return sp.lambdify(r, parts, "numpy")


parts_pbe, parts_new = potential_parts(0.0), potential_parts(B)
potential_rows = []
for x in (0.5, 1.0, 3.0):
    v_pbe, v_new = sum(parts_pbe(x)), sum(parts_new(x))
    assert abs(v_pbe - v_new) < 1e-9
    potential_rows.append((x, v_pbe, v_new))
part_change = [p - o for p, o in zip(parts_new(1.0), parts_pbe(1.0))]
assert max(abs(p) for p in part_change) > 0.01

# Directional derivative of the energy along eta = n r^2 exp(-r)
shape = r**2 * sp.exp(-r)
step = 1e-3
slopes = [(energy(n_model * (1 + step * shape), b)
           - energy(n_model * (1 - step * shape), b)) / (2 * step)
          for b in (0.0, B)]
slope_v = integrate(lambda x: 4 * PI * x**2 * sum(parts_pbe(x))
                    * model(x)[0] * x**2 * np.exp(-x), 0, 40)
assert abs(slopes[0] - slopes[1]) < 1e-8
assert abs(slopes[0] - slope_v) < 1e-6  # finite-difference error of step^2

# --- Coordinate scaling: doubled zeta at half the radius ---
squeezed = radial_data(model_density(2 * ZETA))
for x in (0.2, 1.0, 4.0):
    assert abs(enhancement(*squeezed(x / 2), B)
               - enhancement(*model(x), B)) < 1e-9

# --- Non-spherical density: two Gaussians on the z axis ---
xg, wg = np.polynomial.legendre.leggauss(240)
rho_c, w_rho = 4.5 * (xg + 1), 4.5 * wg
z_c, w_z = 10 * xg, 10 * wg
P, Z = np.meshgrid(rho_c, z_c, indexing="ij")
n2, gp, gz, lap2 = 0 * P, 0 * P, 0 * P, 0 * P
for amp, alpha, center in ((1.0, 1.0, 0.7), (0.5, 1.5, -0.7)):
    d2 = P**2 + (Z - center) ** 2
    term = amp * np.exp(-alpha * d2)
    n2 += term
    gp += -2 * alpha * P * term
    gz += -2 * alpha * (Z - center) * term
    lap2 += (4 * alpha**2 * d2 - 6 * alpha) * term
s2_2, q_2 = reduced(n2, np.sqrt(gp**2 + gz**2), lap2)
added = -A * n2 ** (4 / 3) * B * (q_2 - s2_2 / 3)
volume = 2 * PI * P * np.outer(w_rho, w_z)
two_center = np.sum(volume * added)
two_center_abs = np.sum(volume * np.abs(added))
assert abs(two_center) < 1e-8 and two_center_abs > 0.1

# --- Periodic density: mu s^2 and 3 mu q give the same mean energy ---
N0, AMP, WAVE = 0.05, 0.5, 1.0
phase = 2 * PI * np.arange(400) / 400
n_p = N0 * (1 + AMP * np.cos(phase))
s2_p, q_p = reduced(n_p, N0 * AMP * WAVE * np.sin(phase),
                    -N0 * AMP * WAVE**2 * np.cos(phase))
mean_s = np.mean(-A * n_p ** (4 / 3) * MU * s2_p)
mean_q = np.mean(-A * n_p ** (4 / 3) * 3 * MU * q_p)
assert abs(mean_s - mean_q) < 1e-12 and abs(mean_s) > 1e-6

# --- A field falling only as 1/r^2 changes the energy ---
C_SLOW = 0.1
phi = 2 * (1 / r - sp.exp(-2 * ZETA * r) * (1 / r + ZETA))
slow_field = -C_SLOW / (4 * sp.pi) * sp.diff(phi, r)
slow_div = sp.lambdify(r, sp.diff(r**2 * slow_field, r) / r**2, "numpy")
for x in (0.5, 1.0, 3.0):
    assert abs(slow_div(x) - C_SLOW * model(x)[0]) < 1e-10
slow_change = integrate(lambda x: 4 * PI * x**2 * slow_div(x), 0, 40)
slow_flux = 4 * PI * 40.0**2 * float(slow_field.subs(r, 40.0))
electrons = integrate(lambda x: 4 * PI * x**2 * model(x)[0], 0, 40)
assert abs(slow_change - slow_flux) < 1e-7
assert abs(slow_change - C_SLOW * electrons) < 1e-7

# --- Two energy densities for exact two-electron exchange ---
v_h = sp.lambdify(r, 2 * phi, "numpy")
dv_h = sp.lambdify(r, sp.diff(2 * phi, r), "numpy")


def hole_density(x):
    return -model(x)[0] * v_h(x) / 4


def field_density(x):
    return -dv_h(x) ** 2 / (32 * PI)


E_hole = integrate(lambda x: 4 * PI * x**2 * hole_density(x), 0, 40)
E_field = (integrate(lambda x: 4 * PI * x**2 * field_density(x), 0, 40)
           + quad(lambda x: 4 * PI * x**2 * field_density(x), 40, np.inf)[0])
assert abs(E_hole - E_field) < 1e-7
assert abs(E_hole + 1.25 * ZETA) < 1e-7
assert abs(hole_density(1.0) - field_density(1.0)) > 1e-3

# --- Where the new factor changes sign and passes the local bound ---
r_zero = brentq(lambda x: enhancement(*model(x), B), 0.02, 1.0)
r_bound = brentq(lambda x: enhancement(*model(x), B) - 1 - KAPPA, 1.5, 5.0)
outside = integrate(lambda x: 4 * PI * x**2 * model(x)[0], r_bound, 40)
assert enhancement(*model(r_zero / 2), B) < 0
assert enhancement(*model(2 * r_bound), B) > 1 + KAPPA

print(f"zeta = {ZETA:.1f} bohr^-1, electrons = {electrons:.6f}")
print(f"A = {A:.6f} Ry bohr, K = {K:.6f}")
print(f"mu = {MU:.6f}, kappa = {KAPPA:.3f}, b = 3 mu = {B:.6f}")
print(f"gamma = {GAMMA:.6f} Ry bohr")
print("r (bohr), s, q, F PBE, F new (dimensionless):")
for x in (0.01, 0.1, 0.5, 1.0, 1.5, 3.0, 5.0):
    s2, q = reduced(*model(x))
    print(f"{x:5.2f} {np.sqrt(s2):9.4f} {q:10.4f}"
          f" {enhancement(*model(x), 0.0):8.4f}"
          f" {enhancement(*model(x), B):10.4f}")
print(f"F new = 0 at r = {r_zero:.4f} bohr")
print(f"F new = {1 + KAPPA:.3f} at r = {r_bound:.4f} bohr")
print(f"electrons outside that radius = {outside:.4f}")
print(f"E_x LDA = {E_lda:.8f} Ry")
print(f"E_x PBE = {E_pbe:.8f} Ry = {E_pbe * RY_EV:.5f} eV")
print(f"E_x new = {E_new:.8f} Ry = {E_new * RY_EV:.5f} eV")
print(f"E_x PBE from libxc = {E_libxc:.8f} Ry")
print(f"E_x new / E_x LDA = {E_new / E_lda:.6f}")
print("sphere radius (bohr), E new - E PBE inside (Ry):")
for R, change in sphere_rows:
    print(f"{R:7.3f} {change:13.8f}")
print("r (bohr), v PBE (Ry), v new (Ry):")
for x, v_pbe, v_new in potential_rows:
    print(f"{x:4.1f} {v_pbe:12.8f} {v_new:12.8f}")
print("added potential terms at r = 1 bohr (Ry):")
print(f" density {part_change[0]:.6f}, gradient {part_change[1]:.6f},"
      f" Laplacian {part_change[2]:.6f}")
print(f"dE/dt PBE = {slopes[0]:.8f} Ry, new = {slopes[1]:.8f} Ry")
print(f"integral of v PBE times eta = {slope_v:.8f} Ry")
print(f"two-center: |added energy| < 1e-8 Ry: {abs(two_center) < 1e-8}")
print(f"two-center integral of |added density| = {two_center_abs:.6f} Ry")
print(f"periodic: n0 = {N0} bohr^-3, amplitude {AMP}, k = {WAVE} bohr^-1")
print(f"mean mu s^2 term = {mean_s:.6e} Ry bohr^-3")
print(f"mean 3 mu q term = {mean_q:.6e} Ry bohr^-3")
print(f"Hessian test, h = n^(-1/3): {hess_plain[0]:.4f}, {hess_plain[1]:.4f}")
print(f"Hessian test, h = n^(-1/3) w: {hess_w[0]:.4f}, {hess_w[1]:.4f}")
print(f"1/r^2 field: c = {C_SLOW} Ry, energy change = {slow_change:.6f} Ry")
print(f"exact E_x, hole form = {E_hole:.8f} Ry")
print(f"exact E_x, field form = {E_field:.8f} Ry")
print(f"hole form at r = 1 bohr: {hole_density(1.0):.6f} Ry bohr^-3")
print(f"field form at r = 1 bohr: {field_density(1.0):.6f} Ry bohr^-3")
print("OK")
```

Printed output:

```
zeta = 1.0 bohr^-1, electrons = 2.000000
A = 1.477118 Ry bohr, K = 3.093668
mu = 0.219515, kappa = 0.804, b = 3 mu = 0.658545
gamma = 0.025409 Ry bohr
r (bohr), s, q, F PBE, F new (dimensionless):
 0.01    0.3783   -14.1653   1.0302    -8.3297
 0.10    0.4017    -1.4519   1.0339     0.0423
 0.50    0.5244    -0.2750   1.0562     0.8147
 1.00    0.7319     0.0000   1.1026     0.9850
 1.50    1.0214     0.3477   1.1782     1.1782
 3.00    2.7764     5.1391   1.5450     3.2372
 5.00   10.5329    88.7536   1.7783    35.8731
F new = 0 at r = 0.0957 bohr
F new = 1.804 at r = 2.2815 bohr
electrons outside that radius = 0.3332
E_x LDA = -1.07214999 Ry
E_x PBE = -1.22376227 Ry = -16.65013 eV
E_x new = -1.22376227 Ry = -16.65013 eV
E_x PBE from libxc = -1.22376227 Ry
E_x new / E_x LDA = 1.141410
sphere radius (bohr), E new - E PBE inside (Ry):
  0.001    0.00000047
  0.500    0.06065921
  1.500    0.14390635
  5.000    0.01503592
 15.000    0.00000022
r (bohr), v PBE (Ry), v new (Ry):
 0.5  -1.36840909  -1.36840909
 1.0  -0.93922737  -0.93922737
 3.0  -0.25943762  -0.25943762
added potential terms at r = 1 bohr (Ry):
 density -0.102276, gradient 0.204552, Laplacian -0.102276
dE/dt PBE = -0.52423990 Ry, new = -0.52423990 Ry
integral of v PBE times eta = -0.52423990 Ry
two-center: |added energy| < 1e-8 Ry: True
two-center integral of |added density| = 1.200308 Ry
periodic: n0 = 0.05 bohr^-3, amplitude 0.5, k = 1.0 bohr^-1
mean mu s^2 term = -1.602209e-04 Ry bohr^-3
mean 3 mu q term = -1.602209e-04 Ry bohr^-3
Hessian test, h = n^(-1/3): 0.6667, 0.6667
Hessian test, h = n^(-1/3) w: 2.6667, 0.6667
1/r^2 field: c = 0.1 Ry, energy change = 0.200000 Ry
exact E_x, hole form = -1.25000000 Ry
exact E_x, field form = -1.25000000 Ry
hole form at r = 1 bohr: -0.062837 Ry bohr^-3
field form at r = 1 bohr: -0.016638 Ry bohr^-3
OK
```
